# Why Matano inversion becomes unreliable at terminal compositions

Two blocks of different composition are joined, annealed for a time \(t\) and cut, and the composition is measured along a line across the joint. Matano inversion turns this single profile into a diffusivity at every composition between the two blocks. In the middle of the range, repeated measurements agree. Towards either terminal composition the results scatter, drift and may turn negative. The formula divides by the slope of the profile, which vanishes there, but it divides an integral that vanishes too. What matters is which errors fail to vanish with them.

## The error-free inversion

Take one-dimensional diffusion at constant molar volume, with a diffusivity \(D(c)\) that depends on composition only and lies between two positive bounds. The composition \(c\) is normalised to 1 in the left block and 0 in the right one. The initial step is at \(x=0\), the Matano plane.

The equation \(\partial_t c=\partial_x(D\,\partial_x c)\) and the step are unchanged when \(x\) is scaled by \(\lambda\) and \(t\) by \(\lambda^2\), so \(c\) depends on \(x/\sqrt t\) alone and \(\partial_t c=-(x/2t)\,c'\), where the prime means \(d/dx\). With the positive slope \(s=-c'\), the diffusion equation becomes

\[
(Ds)'=-\frac{x}{2t}\,s .
\]

Integrate from \(x\) to \(\infty\), where the flux \(Ds\) is zero, and then by parts, using \(s=-c'\) and \(xc\to0\):

\[
2tDs=\int_x^\infty x's\,dx'=xc+\int_x^\infty c\,dx'\equiv A(x),
\qquad D=\frac{A}{2ts}.
\]

The flux also vanishes at \(-\infty\), so \(A(-\infty)=0\). This is the mass balance that locates the Matano plane in measured data.

**How fast the slope vanishes.** Put \(F=Ds\). The first equation reads \((\ln F)'=-x/(2tD)\). If \(D\le D_{\max}\), integration from the origin in either direction gives

\[
F(x)\le F(0)\,e^{-x^2/(4tD_{\max})}.
\]

Since \(D\) has a positive lower bound, \(s=F/D\) also has a Gaussian bound.

**How fast the integral vanishes.** For \(x>0\) the definition gives \(A>xc\). If \(D\) increases with \(c\), there is an upper bound as well. Because \(x'c<A=2tDs\) at every \(x'>0\),

\[
\int_x^\infty c\,dx'\le\frac1x\int_x^\infty x'c\,dx'<\frac{2t}{x}\int_0^{c(x)}D\,dc\le\frac{2tD(c)\,c}{x},
\]

and therefore

\[
1<\frac{A}{xc}<1+\frac{2tD(c)}{x^2}.
\]

Far out on the right, \(A\approx xc\), and the inversion reduces to

\[
D\approx\frac{xc}{2ts}=\frac{x}{2t\,|(\ln c)'|}.
\]

The terminal diffusivity is thus read from the logarithmic slope of the tail. With the plane held, multiplying the tail by a constant factor leaves the inferred \(D\) at each position unchanged, since \(A\) and \(s\) scale together. Adding a constant does harm, because the composition must be known relative to its own small value.

## The amplifier

Let the data yield \(A+\delta A\) and \(s+\delta s\). At a fixed position, to first order,

\[
\frac{\delta D}{D}=\frac{1+\delta A/A}{1+\delta s/s}-1\approx\frac{\delta A}{A}-\frac{\delta s}{s}
=\frac1s\left[\frac{\delta A}{2tD}-\delta s\right].
\]

The last form uses \(A=2tDs\). An error that shrinks in proportion to \(s\) causes only a bounded relative error. A finite error of \(A\), with the slope exact, is amplified without limit. A finite slope error grows as \(1/s\) only while \(|\delta s|\ll s\); beyond that the exact estimate \((A+\delta A)/[2t(s+\delta s)]\) must be used. For \(\delta s<0\) it has a pole where \(s=|\delta s|\), and as \(A\) and \(s\) vanish it tends to \(\delta A/(2t\,\delta s)\), a value set by the errors alone. If \(\delta s=0\), the relation \(\delta D/D=\delta A/A\) is not restricted to small errors.

There is one further contribution. If the composition label is wrong by \(e\), the result is compared with \(D(c+e)\) instead of \(D(c)\), which adds \(-(D'(c)/D)\,e\), with \(D'(c)=dD/dc\). This has no factor \(1/s\) and stays bounded when \(D'(c)/D\) is bounded.

## A model couple

Let \(D=D_0e^{kc}\) with \(D_0=0.01\ \mu\mathrm{m}^2/\mathrm{s}\) and \(k=\ln4\), so that \(D\) rises from 0.01 to 0.04 μm²/s. The anneal lasts \(t=10^4\) s and the window runs from −200 to \(L=100\) μm. The similarity profile was computed numerically; it agrees with a direct finite-volume solution of the diffusion equation to \(2\times10^{-4}\) in composition.

With error-free data at a spacing of 0.05 μm, inversion at \(c=10^{-4}\) returns \(D\) with a relative error of \(3\times10^{-5}\). The small slope alone does no damage.

## First contribution: the baseline

Suppose the composition adopted for the right terminal is too low by \(b\). The data entering the integral are then \(c+b\), while the slope and the labels, both taken from the measured composition, are unaffected. The window is taken wide enough for the true tail beyond \(L\) to be negligible.

**Plane held at its true position.** Then

\[
\tilde A=x(c+b)+\int_x^L(c+b)\,dx'=A+bx+b(L-x)=A+bL .
\]

The error \(\delta A=bL\) is the same at every \(x\), so \(\delta D/D=bL/A\) diverges at both ends.

**Plane refitted by mass balance.** Let the left edge be at \(-M\). The true profile satisfies \(A(-M)=0\), which means \(\int_{-M}^Lc\,dx=M\). The refitted plane \(p\) makes the faulty integral vanish at the same edge:

\[
(-M-p)(1+b)+M+b(L+M)=0\quad\Rightarrow\quad p=\frac{bL}{1+b}.
\]

Moving the plane subtracts \(p(c+b)\) from the held-plane integral:

\[
\delta A=bL-\frac{bL\,(c+b)}{1+b}=\frac{bL\,(1-c)}{1+b}.
\]

This error vanishes at the left end. To see that it does so fast enough, use \(\int_{-\infty}^{\infty}x's\,dx'=0\) and integrate by parts with \(s=(1-c)'\). For \(x<0\),

\[
A=-\int_{-\infty}^{x}x's\,dx'=|x|(1-c)+\int_{-\infty}^x(1-c)\,dx'>|x|(1-c).
\]

On the left the relative error is therefore below \(bL/|x|\). On the right it is below \(bL/(xc)\), a bound that grows without limit, and since \(A\to0\) while \(\delta A\to bL/(1+b)\), so does the error itself. By reflection (\(x\to-x\), \(c\to1-c\)), a misread left terminal spoils the left end. Refitting confines each baseline error to its own end but does not remove it.

## Second contribution: the Matano plane

If the baselines are right but the plane is displaced by \(\varepsilon\), then \(\tilde A=(x-\varepsilon)c+\int_x^\infty c\,dx'\), so

\[
\delta A=-\varepsilon c .
\]

On the right \(A>xc\), and the relative error is smaller than \(\varepsilon/x\) in magnitude. On the left \(c\to1\) while \(A\to0\), and it diverges. Integrating from the left instead gives \(\delta A=+\varepsilon(1-c)\), whose relative size there is below \(\varepsilon/|x|\). A plane error is thus harmless at the end from which one integrates.

For \(b=0.001\) and, separately, \(\varepsilon=0.1\) μm, the errors in percent of the true \(D\) are:

| \(c\) | baseline, refitted | baseline, held | plane alone |
|---|---|---|---|
| 0.999 | 0.11 | 110 | −110 |
| 0.9 | 0.24 | 2.4 | −2.1 |
| 0.5 | 0.62 | 1.2 | −0.62 |
| 0.1 | 3.0 | 3.4 | −0.34 |
| 0.01 | 23.7 | 24.0 | −0.24 |
| 0.001 | 196 | 196 | −0.20 |

At \(c=0.01\) the integral is \(A=0.417\) μm and the refitted plane has moved by 0.0999 μm, so the first error is \(0.0999\times0.99/0.417=0.237\). At \(c=0.001\) the integral has fallen to 0.0509 μm, about half of \(bL=0.1\) μm, and the inferred \(D\) is nearly three times the true value.

The first column is close to the sum of the other two, because the refitted plane shift almost equals the chosen \(\varepsilon\). At \(c=0.999\) two errors of about 110 percent cancel to 0.11 percent. The good left end after refitting is a cancellation between baseline and plane errors.

The refitted error reaches 10 percent at \(c=0.026\), where \(x=32.3\) μm. The bound \(bL/(xc)\) guarantees less than 10 percent wherever \(xc>10\,bL=1\) μm. At this position the bound gives \(0.1/(32.3\times0.0262)=0.118\), or 12 percent, so the condition is sufficient and slightly cautious.

**Would a shorter window help?** The held-plane error \(bL\) is the sum of \(b(L-x)\), collected beyond the point, and \(bx\), from the point itself. Shortening the window reduces the first part, at the price of cutting off true tail, but leaves the second. Its relative size is \(bx/A\approx b/c\). At \(c=0.001\) it is \(0.001\times47.3/0.0509=0.93\), or 93 percent. The lost tail has the opposite sign but can offset little of this: even with the window cut at the point itself it amounts to \((A-xc)/A\approx0.07\), which leaves an error of about 86 percent.

**The label.** If the data themselves are too high by \(b\), with the right terminal taken as 0 and the plane held, the label is wrong as well. At \(c=0.5\) this adds \(-kb=-0.14\) percent to the 1.24 percent from the integral; the full inversion gives 1.10 percent. To first order the label term keeps this size at all compositions in this model, and near the terminals it is negligible beside the rest.

## Third contribution: random composition noise

Let each measured composition carry independent Gaussian noise of standard deviation \(\sigma\), at spacing \(h\), with plane and terminal values known. The trapezoidal integral from point \(i\) to the last point \(N=i+n\) is

\[
A_i=x_ic_i+h\left(\tfrac12c_i+\sum_{j=i+1}^{N-1}c_j+\tfrac12c_N\right).
\]

The point itself has weight \(x_i+h/2\), the \(n-1\) inner points have weight \(h\), and the last has \(h/2\). Independent errors add in squares:

\[
\operatorname{var}A=\sigma^2\left[(x_i+\tfrac h2)^2+h^2(n-1)+\tfrac{h^2}{4}\right].
\]

A straight line fitted to five points gives \(s_i=-\sum_{k=-2}^{2}k\,c_{i+k}/(10h)\), since \(\sum k^2=10\). Hence

\[
\operatorname{var}s=\frac{10\,\sigma^2}{100h^2}=\frac{\sigma^2}{10h^2}.
\]

For \(n\ge3\), the points \(i+1\) and \(i+2\) have non-zero weight in both quantities, so \(\operatorname{cov}(A,s)=-h(1+2)\sigma^2/(10h)=-0.3\,\sigma^2\). Squaring and averaging \(\delta A/A-\delta s/s\) gives

\[
\operatorname{var}\frac{\delta D}{D}\approx\frac{\operatorname{var}A}{A^2}+\frac{\operatorname{var}s}{s^2}+\frac{0.6\,\sigma^2}{As}.
\]

Take \(\sigma=0.002\) and \(h=2\) μm. The slope noise is \(0.002/(\sqrt{10}\times2)=3.16\times10^{-4}\) μm⁻¹ everywhere. Near mid-composition (\(c=0.48\)) the integral contributes 0.36 percent and the slope 1.55 percent; the predicted total of 1.63 percent agrees with 1.64 percent from simulated measurements. At \(c=0.0086\) the parts are 22 and 17 percent, and for this estimator the integral has overtaken the slope.

Since \(A/s=2tD\), the ratio of the integral part to the slope part is the noise of \(A\) divided by \(2tD\) times the noise of \(s\). From \(c=0.48\) to \(c=0.0086\), \(D\) falls by nearly half and the noise of \(A\) rises 2.8-fold; both changes are needed for the integral to overtake the slope here. The variance shows what dominates the noise of \(A\). At that point \(x=38\) μm and \(n=31\), so the bracket is \(39^2+4\times30+1=1642\) μm², of which 1521 comes from the point's own error, weighted by its distance from the plane plus half a step. The sum over the other points averages noise well; the term \(xc\), built from a single raw reading, does not average at all. This is a property of the estimator. If the mean of the five fitted points replaces \(c_i\) in that term, the bracket becomes \(2(7.6)^2+8.6^2+2(9.6)^2+4\times28+1=487\) μm², and the noise of \(A\) falls from 0.081 to 0.044 μm, below the 0.064 μm of \(2tD\) times the slope noise. The price is a bias: the mean exceeds \(c\) by \(h^2c''\), which raises \(A\) by the fraction \(x^2h^2/(2tD)^2\approx0.14\).

**Where linear propagation stops.** At \(c=0.00083\) the linear formula gives 273 percent, which is no longer a standard deviation of anything. The slope noise is 1.3 times the fitted slope, and 22 percent of the simulated slopes have the wrong sign. A Gaussian slope has non-zero probability density at zero, and the average of \(1/\tilde s^{\,2}\) over such a density diverges, so the estimated \(D\) has no finite variance. Formally this holds at every composition, but near mid-composition a zero slope lies more than 60 standard deviations away and never occurs in practice, so the linear formula describes the observed scatter there. A usable measure is the share of estimates within 50 percent of the true value: 93 percent at \(c=0.0086\), but 19 percent at \(c=0.00083\).

**Smoothing.** Expanding \(c(x+kh)\) in the five-point fit, with \(\sum k^4=34\), gives a relative slope bias of

\[
\frac{h^2}{6}\,\frac{34}{10}\,\frac{c'''}{c'} .
\]

In the tail, where \(D\approx D_0\), we have \(s'=-xs/(2tD_0)\). Differentiating once more gives \(c'''/c'=s''/s=x^2/(2tD_0)^2-1/(2tD_0)\). At \(x=48\) μm, with \(2tD_0=200\) μm², this is 0.0526 μm⁻², and the bias is \(2.27\times0.0526=12\) percent, as found numerically. The fitted slope is too steep and \(D\) comes out too low. For a wide fit of \(m\) points, \(\sum k^2\) grows as \(m^3\) and \(\sum k^4\) as \(m^5\), so the noise falls as \(m^{-3/2}\) while this leading bias grows as \(m^2\). In the tail, smoothing exchanges scatter for a systematic error that increases towards the terminal.

## Weighing the contributions

All errors can be expressed as lengths and compared with \(A\), a slope error counting as \(2tD\,\delta s\). Near \(c=0.001\) on the right, where \(A\approx0.05\) μm:

- baseline: \(bL=0.10\) μm;
- noise in the integral with the raw point value, at \(x=48\) μm: \(0.002\sqrt{49^2+4\times25+1}=0.10\) μm;
- noise in the slope: \(200\times3.16\times10^{-4}=0.063\) μm;
- plane: \(\varepsilon c=10^{-4}\) μm.

The first three each exceed the quantity to be measured. Averaging the composition profiles of repeated scans before the inversion reduces the two noise terms; a baseline error common to all scans remains.

## A case where the slope does not vanish

The argument assumed a positive \(D\) at the terminals. Let instead \(D=Kc(1-c)\). The profile is then the straight line \(c=\tfrac12-x/(2w)\) for \(|x|<w\), with \(w=\sqrt{Kt}\). To check this, note that \(dw/dt=w/(2t)\), so \(\partial_tc=x/(4wt)\). On the other side, \(c'=-1/(2w)\) and \(1-2c=x/w\) give

\[
(Dc')'=K(1-2c)(c')^2=\frac{Kx}{4w^3}=\frac{x}{4wt}.
\]

The flux vanishes at both fronts because \(D\) does. The slope keeps the value \(1/(2w)\), and the held-plane baseline error is

\[
\delta D=\frac{bL}{2ts}=\frac{bLw}{t}.
\]

With \(K=0.04\) μm²/s, \(w=20\) μm and the same \(b\), \(L\) and \(t\), this is \(2.0\times10^{-4}\) μm²/s at \(c=0.5\) and at \(c=0.01\) alike. In the first couple the corresponding error rises from \(2.5\times10^{-4}\) at \(c=0.5\) to \(2.4\times10^{-3}\) at \(c=0.01\) and \(2.0\times10^{-2}\) μm²/s at \(c=0.001\), twice the diffusivity itself.

The comparison separates two effects. A vanishing slope makes the absolute error of \(D\) diverge if the error of \(A\) stays finite and the slope itself is measured correctly. When \(D\) itself vanishes and the slope does not, the absolute error stays bounded, yet the relative error still diverges because a constant error is compared with a vanishing quantity. In both cases \(A\) goes to zero and the held-plane baseline error \(bL\) does not. The full set of values is in the numerical output below.

## Computed values

```
D at c=0: 0.010 um^2/s; D at c=1: 0.040 um^2/s; k = 1.3863
time: 10000 s; window: -200 to 100 um
baseline error b = 0.001; plane error eps = 0.1 um; b*L = 0.100 um
noise sigma = 0.002; spacing h = 2.0 um; slope noise = 3.162e-04 1/um
composition at Matano plane: 0.5619
largest gap, finite-volume vs similarity profile: 1.6e-04
largest relative error of D from finite-volume profile: 8.8e-04
relative error of D, exact data, c=0.0001: 2.9e-05
relative error of D, exact data, c=0.9999: 5.9e-06
Matano plane shift after baseline error: 0.0999 um
Systematic errors of D (percent): baseline with plane refitted,
baseline with plane held, plane error alone
c=0.999 x=-82.49 um s=1.135e-04 1/um A=0.0907 um D=0.03994 um^2/s
   errors: 0.110 %, 110.300 %, -110.191 %
c=0.990 x=-59.64 um s=8.845e-04 1/um A=0.6979 um D=0.03945 um^2/s
   errors: 0.143 %, 14.329 %, -14.186 %
c=0.900 x=-28.47 um s=6.102e-03 1/um A=4.2494 um D=0.03482 um^2/s
   errors: 0.235 %, 2.353 %, -2.118 %
c=0.500 x=3.17 um s=2.022e-02 1/um A=8.0893 um D=0.02000 um^2/s
   errors: 0.618 %, 1.236 %, -0.618 %
c=0.100 x=23.61 um s=1.299e-02 1/um A=2.9834 um D=0.01149 um^2/s
   errors: 3.014 %, 3.352 %, -0.335 %
c=0.010 x=37.25 um s=2.055e-03 1/um A=0.4168 um D=0.01014 um^2/s
   errors: 23.726 %, 23.989 %, -0.241 %
c=0.001 x=47.26 um s=2.544e-04 1/um A=0.0509 um D=0.01001 um^2/s
   errors: 195.890 %, 196.282 %, -0.198 %
data offset b, plane held, c=0.5: total 1.097 %, label part -0.139 %
baseline error (refitted) is 10 % at c = 0.0262, x = 32.26 um
simple safe bound for that composition: 0.0310
Random errors of D (plane held), relative standard deviations
x=4 um c=0.48311: integral 0.36 %, slope 1.55 %, linear total 1.63 %
   simulated 1.64 %, wrong-sign slopes 0.0 %, D within 50 %: 100.0 %, slope-fit bias -0.46 %
x=24 um c=0.09498: integral 1.94 %, slope 2.52 %, linear total 3.28 %
   simulated 3.28 %, wrong-sign slopes 0.0 %, D within 50 %: 100.0 %, slope-fit bias -0.02 %
x=38 um c=0.00857: integral 22.29 %, slope 16.57 %, linear total 28.39 %
   wrong-sign slopes 0.0 %, D within 50 %: 92.7 %, slope-fit bias 6.44 %
x=48 um c=0.00083: integral 233.93 %, slope 132.30 %, linear total 273.08 %
   wrong-sign slopes 22.4 %, D within 50 %: 19.4 %, slope-fit bias 12.10 %
control: K = 0.04 um^2/s, half-width w = 20.0 um
control absolute error of D at c=0.5: 2.000e-04 um^2/s
control absolute error of D at c=0.01: 2.000e-04 um^2/s
main case absolute error, plane held, c=0.5: 2.473e-04 um^2/s
main case absolute error, plane held, c=0.01: 2.432e-03 um^2/s
main case absolute error, plane held, c=0.001: 1.966e-02 um^2/s
```
